# Gaussian Isokinetic Dynamics and the Canonical Distribution of Configurations: a program that tests the result

```python
"""
Result under test: Gaussian isokinetic dynamics
    dx/dt = p/m,  dp/dt = F - alpha p,  alpha = sum(F.v)/(2K)
preserves delta(K-K0) exp[-(Nf-1)U/(2K0)], so its configurations are
canonical at temperature T when K0 = (Nf-1)kT/2.
x: positions, p: momenta, v: velocities, m: masses, F: forces,
U: potential energy, K: kinetic energy, K0: its fixed value,
Nf: independent momentum components before K is fixed.
Model: three particles in a periodic cube, total momentum zero, Nf = 6.
All quantities are in Hartree atomic units unless a label says otherwise.
"""
import numpy as np
from scipy import constants
from scipy.integrate import solve_ivp
from scipy.linalg import null_space

rng = np.random.default_rng(12345)
box = 10.0
wave = 2 * np.pi / box
height = 0.006
sharpness = 1.0
kT = 0.001
masses = np.array([20000.0, 30000.0, 40000.0])
root_mass = np.sqrt(masses)[:, None]
root_mass_flat = np.repeat(np.sqrt(masses), 3)
first = np.array([0, 0, 1])
second = np.array([1, 2, 2])

# Orthonormal mass-weighted coordinates with the centre of mass removed.
com_rows = np.kron(np.sqrt(masses)[None, :], np.eye(3))
internal = null_space(com_rows)
Nf = internal.shape[1]
K0 = 0.5 * (Nf - 1) * kT


def pair_terms(x):
    angle = wave * (x[..., first, :] - x[..., second, :])
    cosine, sine = np.cos(angle), np.sin(angle)
    energy = height * np.exp(sharpness * (cosine.sum(axis=-1) - 3))
    return cosine, sine, energy


def potential(x):
    return pair_terms(x)[2].sum(axis=-1)


def forces(x, terms=None):
    cosine, sine, energy = pair_terms(x) if terms is None else terms
    pair = sharpness * wave * sine * energy[..., None]
    result = np.empty_like(x)
    result[..., 0, :] = pair[..., 0, :] + pair[..., 1, :]
    result[..., 1, :] = pair[..., 2, :] - pair[..., 0, :]
    result[..., 2, :] = -pair[..., 1, :] - pair[..., 2, :]
    return result


def cartesian(y, basis):
    flat = (y @ basis.T) / root_mass_flat
    return flat.reshape(y.shape[:-1] + (3, 3))


def phase_velocity(z, basis, frozen_twice_K=None):
    """Flow in mass-weighted positions y and velocities w."""
    n = basis.shape[1]
    y, w = z[..., :n], z[..., n:]
    F = forces(cartesian(y, basis)).reshape(y.shape[:-1] + (9,))
    f = (F / root_mass_flat) @ basis
    twice_K = (w * w).sum(axis=-1, keepdims=True)
    if frozen_twice_K is not None:
        twice_K = frozen_twice_K
    alpha = (f * w).sum(axis=-1, keepdims=True) / twice_K
    return np.concatenate([w, f - alpha * w], axis=-1)


def divergence(z, basis, frozen_twice_K=None):
    n = basis.shape[1]
    steps = np.r_[np.full(n, 0.05), np.full(n, 1e-5)]
    shifts = np.diag(steps)
    plus = phase_velocity(z + shifts, basis, frozen_twice_K)
    minus = phase_velocity(z - shifts, basis, frozen_twice_K)
    return np.sum(np.diag(plus - minus) / (2 * steps))


# A test state: repelling particles moving mostly apart, with a twist.
x_test = np.array([[0., 0., 0.], [2., 1., 0.5], [-1.5, 2., 1.]])
center = masses @ x_test / masses.sum()
x_test -= center
y_test = (x_test * root_mass).reshape(9) @ internal
twist = np.array([[0.1, -0.2, 0.1], [0., 0.2, -0.1], [0.2, 0., 0.1]])
w_test = ((x_test + twist) * root_mass).reshape(9) @ internal
w_test *= np.sqrt(2 * K0) / np.linalg.norm(w_test)
v_test = cartesian(w_test, internal)
F_test = forces(x_test)
alpha_test = np.sum(F_test * v_test) / (2 * K0)

# Forces against finite differences of the potential.
delta = 1e-4
shift = np.eye(9).reshape(9, 3, 3) * delta
F_numeric = -(potential(x_test + shift) - potential(x_test - shift))
F_numeric = F_numeric.reshape(3, 3) / (2 * delta)
assert np.max(abs(F_numeric - F_test)) < 1e-7 * np.max(abs(F_test))

# Direct minimization over all accelerations that keep K fixed.
m9 = np.repeat(masses, 3)
v9, F9 = v_test.reshape(9), F_test.reshape(9)
allowed = null_space((m9 * v9)[None, :])
coefficients = np.linalg.lstsq(np.sqrt(m9)[:, None] * allowed,
                              F9 / np.sqrt(m9), rcond=None)[0]
a_minimum = allowed @ coefficients
a_formula = F9 / m9 - alpha_test * v9
gauss_error = (np.linalg.norm(a_minimum - a_formula)
               / np.linalg.norm(a_formula))
assert gauss_error < 1e-9

# Divergence with and without the zero-total-momentum restriction.
z_test = np.r_[y_test, w_test]
div_internal = divergence(z_test, internal)
div_frozen = divergence(z_test, internal, 2 * K0)
w_full = root_mass_flat * v9 + 0.01 * np.arange(1, 10) / 9
y_full = root_mass_flat * x_test.reshape(9)
z_full = np.r_[y_full, w_full]
alpha_full = np.dot(F9 / root_mass_flat, w_full) / np.dot(w_full, w_full)
div_full = divergence(z_full, np.eye(9))
assert abs(div_internal / alpha_test + (Nf - 1)) < 1e-5
assert abs(div_frozen / alpha_test + (Nf + 1)) < 1e-5
assert abs(div_full / alpha_full + 8) < 1e-5

# Rate at which the frozen-denominator flow contracts across shells.
def shell_rate(scale):
    z = np.r_[y_test, scale * w_test]
    flow = phase_velocity(z, internal, 2 * K0)
    return np.dot(z[Nf:], flow[Nf:])

shell_step = 1e-4
normal_rate = ((shell_rate(np.sqrt(1 + shell_step))
                - shell_rate(np.sqrt(1 - shell_step)))
               / (2 * shell_step * K0))
assert abs(normal_rate / alpha_test + 2) < 1e-5

# Finite-time phase-volume change from displaced trajectories.
duration = 6000.0
fd_steps = np.r_[np.full(Nf, 0.05), np.full(Nf, 1e-5)]
starts = np.vstack([z_test, z_test + np.diag(fd_steps),
                    z_test - np.diag(fd_steps)])
solution = solve_ivp(
    lambda t, z: phase_velocity(z.reshape(starts.shape), internal).ravel(),
    (0, duration), starts.ravel(), method="DOP853", rtol=1e-11, atol=1e-13)
assert solution.success
ends = solution.y[:, -1].reshape(starts.shape)
jacobian = ((ends[1:2 * Nf + 1] - ends[2 * Nf + 1:])
            / (2 * fd_steps[:, None])).T
sign, log_jacobian = np.linalg.slogdet(jacobian)
delta_U = potential(cartesian(ends[0, :Nf], internal)) - potential(x_test)
assert sign > 0 and abs(log_jacobian) > 0.1
assert abs(log_jacobian - (Nf - 1) * delta_U / (2 * K0)) < 1e-4


def kick(e, f, speed, time):
    """Exact constant-force turn of the unit mass-weighted velocity e."""
    size = np.sqrt((f * f).sum(axis=(-2, -1), keepdims=True)) + 1e-300
    n = f / size
    c = (e * n).sum(axis=(-2, -1), keepdims=True)
    phi = size * time / speed
    sh, ch = np.sinh(phi), np.cosh(phi)
    return (e + n * (sh + c * (ch - 1))) / (ch + c * sh)


speed = np.sqrt(2 * K0)
e_test = root_mass * v_test / speed
f_test = F_test / root_mass
kick_time = 15000.0


def constant_force(t, flat):
    w = flat.reshape(3, 3)
    return (f_test - np.sum(f_test * w) / np.sum(w * w) * w).ravel()


turn = solve_ivp(constant_force, (0, kick_time), (speed * e_test).ravel(),
                 method="DOP853", rtol=1e-11, atol=1e-14)
kick_error = np.max(abs(turn.y[:, -1].reshape(3, 3) / speed
                        - kick(e_test, f_test, speed, kick_time)))
assert turn.success and kick_error < 1e-8


def advance(x, e, speed, time):
    x = x + 0.5 * time * speed * e / root_mass
    e = kick(e, forces(x) / root_mass, speed, time)
    return x + 0.5 * time * speed * e / root_mass, e


# Exact canonical averages: the third particle is a periodic convolution.
def canonical(temperature, points):
    c = np.cos(2 * np.pi * np.arange(points) / points)
    cx, cy, cz = np.meshgrid(c, c, c, indexing="ij")
    u = height * np.exp(sharpness * (cx + cy + cz - 3))
    boltzmann = np.exp(-u / temperature)
    third = np.fft.ifftn(np.fft.fftn(boltzmann) ** 2).real / points ** 3
    weight = boltzmann * third
    weight /= weight.sum()
    return 3 * np.sum(u * weight), np.sum(cx * weight)


U_exact, cosine_exact = canonical(kT, 32)
U_coarse, cosine_coarse = canonical(kT, 24)
assert abs(U_exact - U_coarse) < 1e-6 * U_exact
assert abs(cosine_exact - cosine_coarse) < 1e-6
kT_control = kT * Nf / (Nf - 1)
U_control_exact, cosine_control_exact = canonical(kT_control, 32)

replicas, steps, discarded, stride, time_step = 1000, 6000, 1000, 10, 200.0


def sample(fixed_K):
    speed = np.sqrt(2 * fixed_K)
    x = rng.uniform(0, box, (replicas, 3, 3))
    e = (rng.normal(size=(replicas, Nf)) @ internal.T).reshape(-1, 3, 3)
    e /= np.sqrt((e * e).sum(axis=(1, 2), keepdims=True))
    totals = np.zeros((4, replicas))
    count = 0
    for step in range(1, steps + 1):
        x, e = advance(x, e, speed, time_step)
        if step > discarded and step % stride == 0:
            terms = pair_terms(x)
            c, s, u = terms
            F = forces(x, terms)
            curvature = (sharpness ** 2 * s ** 2 - sharpness * c).sum(axis=-1)
            totals[0] += u.sum(axis=-1)
            totals[1] += (F * F).sum(axis=(1, 2))
            totals[2] += 2 * wave ** 2 * (curvature * u).sum(axis=-1)
            totals[3] += c.mean(axis=(1, 2))
            count += 1
    means = totals / count
    U, F2, laplacian, cosine = means.mean(axis=1)
    thermometer = F2 / laplacian
    root_r = np.sqrt(replicas)
    U_error = means[0].std(ddof=1) / root_r
    T_error = ((means[1] - thermometer * means[2]).std(ddof=1)
               / root_r / abs(laplacian))
    cosine_error = means[3].std(ddof=1) / root_r
    K_drift = np.max(abs((e * e).sum(axis=(1, 2)) - 1))
    P_drift = np.max(abs((e * root_mass).sum(axis=1))) / root_mass.max()
    assert K_drift < 1e-8 and P_drift < 1e-8
    return U, U_error, thermometer, T_error, cosine, cosine_error, K_drift


right = sample(K0)
control = sample(0.5 * Nf * kT)
# Tolerances allow finite sampling and the finite integration time step.
for result, U_ref, T_ref, c_ref in (
        (right, U_exact, kT, cosine_exact),
        (control, U_control_exact, kT_control, cosine_control_exact)):
    assert abs(result[0] / U_ref - 1) < 0.025
    assert abs(result[2] / T_ref - 1) < 0.05
    assert abs(result[4] - c_ref) < 0.02

# A symmetric collinear start cannot explore the transverse coordinates.
x_line = np.array([[0., 0., 0.], [3., 0., 0.], [6.5, 0., 0.]])
v_line = np.array([1., -0.4, 0.3])
v_line -= masses @ v_line / masses.sum()
e_line = np.zeros((3, 3))
e_line[:, 0] = np.sqrt(masses) * v_line
e_line /= np.linalg.norm(e_line)
transverse = 0.0
for _ in range(1000):
    x_line, e_line = advance(x_line, e_line, speed, time_step)
    transverse = max(transverse, np.max(abs(x_line[:, 1:])))
assert transverse < 1e-12

kelvin = constants.physical_constants["hartree-kelvin relationship"][0]
print("Masses (electron masses):", *masses)
print(f"Box length: {box:.1f} bohr")
print(f"Pair-potential height: {height:.4f} hartree")
print(f"Pair-potential sharpness: {sharpness:.1f} (dimensionless)")
print(f"Target kT: {kT:.6f} hartree")
print(f"Target temperature: {kT * kelvin:.2f} K")
print(f"Nf: {Nf} (dimensionless)")
print(f"Fixed kinetic energy K0: {K0:.6f} hartree")
print(f"Kinetic estimate 2K0/Nf: {2 * K0 / Nf:.6e} hartree")
print(f"Test-state alpha: {alpha_test:.6e} inverse atomic time")
print(f"Least-constraint relative error: {gauss_error:.1e}")
print(f"Divergence/alpha, P=0: {div_internal / alpha_test:.6f}")
print(f"Divergence/alpha, all 9 momenta: {div_full / alpha_full:.6f}")
print(f"Divergence/alpha, frozen K0: {div_frozen / alpha_test:.6f}")
print(f"Shell-normal rate/alpha, frozen K0: {normal_rate / alpha_test:.6f}")
print(f"Jacobian test duration: {duration:.0f} atomic time units")
print(f"Potential-energy change: {delta_U:.8f} hartree")
print(f"ln Jacobian from trajectories: {log_jacobian:.7f}")
print(f"(Nf-1) Delta U/(2K0): {(Nf - 1) * delta_U / (2 * K0):.7f}")
print(f"Constant-force turn, largest error: {kick_error:.1e}")
print(f"Replicas: {replicas}")
print(f"Steps per replica: {steps}; discarded: {discarded}")
print(f"Time step: {time_step:.0f} atomic time units")
print(f"Sampling interval: {stride} steps")
for name, result, U_ref, T_ref, c_ref in (
        ("Correct K0", right, U_exact, kT, cosine_exact),
        ("Control K0=Nf kT/2", control, U_control_exact,
         kT_control, cosine_control_exact)):
    print(f"{name}: exact mean U = {U_ref:.7f} hartree")
    print(f"{name}: sampled mean U = {result[0]:.7f} hartree")
    print(f"{name}: standard error of U = {result[1]:.7f} hartree")
    print(f"{name}: predicted configurational kT = {T_ref:.7f} hartree")
    print(f"{name}: sampled configurational kT = {result[2]:.7f} hartree")
    print(f"{name}: standard error of kT = {result[3]:.7f} hartree")
    print(f"{name}: exact mean pair cosine = {c_ref:.5f}")
    print(f"{name}: sampled mean pair cosine = {result[4]:.5f}")
    print(f"{name}: standard error of cosine = {result[5]:.5f}")
    print(f"{name}: largest relative K drift = {result[6]:.1e}")
print(f"Collinear start, largest transverse position: {transverse:.1e} bohr")
print("verified")
```

Output:

```
Masses (electron masses): 20000.0 30000.0 40000.0
Box length: 10.0 bohr
Pair-potential height: 0.0060 hartree
Pair-potential sharpness: 1.0 (dimensionless)
Target kT: 0.001000 hartree
Target temperature: 315.78 K
Nf: 6 (dimensionless)
Fixed kinetic energy K0: 0.002500 hartree
Kinetic estimate 2K0/Nf: 8.333333e-04 hartree
Test-state alpha: 2.740807e-04 inverse atomic time
Least-constraint relative error: 2.4e-15
Divergence/alpha, P=0: -5.000000
Divergence/alpha, all 9 momenta: -8.000000
Divergence/alpha, frozen K0: -7.000000
Shell-normal rate/alpha, frozen K0: -2.000000
Jacobian test duration: 6000 atomic time units
Potential-energy change: -0.00399286 hartree
ln Jacobian from trajectories: -3.9928559
(Nf-1) Delta U/(2K0): -3.9928559
Constant-force turn, largest error: 6.6e-14
Replicas: 1000
Steps per replica: 6000; discarded: 1000
Time step: 200 atomic time units
Sampling interval: 10 steps
Correct K0: exact mean U = 0.0009697 hartree
Correct K0: sampled mean U = 0.0009711 hartree
Correct K0: standard error of U = 0.0000020 hartree
Correct K0: predicted configurational kT = 0.0010000 hartree
Correct K0: sampled configurational kT = 0.0010040 hartree
Correct K0: standard error of kT = 0.0000051 hartree
Correct K0: exact mean pair cosine = -0.14103
Correct K0: sampled mean pair cosine = -0.14060
Correct K0: standard error of cosine = 0.00071
Correct K0: largest relative K drift = 1.0e-13
Control K0=Nf kT/2: exact mean U = 0.0010332 hartree
Control K0=Nf kT/2: sampled mean U = 0.0010345 hartree
Control K0=Nf kT/2: standard error of U = 0.0000025 hartree
Control K0=Nf kT/2: predicted configurational kT = 0.0012000 hartree
Control K0=Nf kT/2: sampled configurational kT = 0.0012044 hartree
Control K0=Nf kT/2: standard error of kT = 0.0000071 hartree
Control K0=Nf kT/2: exact mean pair cosine = -0.12686
Control K0=Nf kT/2: sampled mean pair cosine = -0.12629
Control K0=Nf kT/2: standard error of cosine = 0.00085
Control K0=Nf kT/2: largest relative K drift = 1.2e-13
Collinear start, largest transverse position: 0.0e+00 bohr
verified
```
